# Detailed balance for alloy Monte Carlo: species flips and atom swaps

A rigid lattice has $N$ sites, each holding an A or a B atom. Let $n_i=1$ if site $i$ holds B and $n_i=0$ if it holds A. A configuration $x$ is the list of all $n_i$; it contains $N_B(x)=\sum_i n_i$ atoms of B and $N_A=N-N_B$ of A. Its energy $E(x)$ is finite, and $\beta=1/(k_BT)$ with $T>0$.

Two Monte Carlo algorithms are considered.

- **Flip.** Choose one of the $N$ sites uniformly and propose to change its species. Accept with probability $\min(1,e^{-\beta(\Delta E-\Delta\mu\,\Delta N_B)})$, where $\Delta\mu=\mu_B-\mu_A$ is fixed.
- **Swap.** Choose one pair of sites uniformly from a fixed list of $M$ pairs and propose to exchange their atoms. Accept with probability $\min(1,e^{-\beta\Delta E})$. The list contains either all pairs or all nearest-neighbour bonds.

Here $\Delta$ before $E$ or $N_B$ means new value minus old value. After a rejection the old configuration is kept and counted again.

The numerical example is a periodic $3\times3$ square lattice with 18 bonds and

$$E=v\sum_{\text{bonds }ij}n_in_j .$$

The chosen model parameters are $v=\Delta\mu=k_BT=0.001$ hartree, so $T\approx316$ K. Sites are numbered 0 to 8, row by row. There are $2^9=512$ configurations, few enough to enumerate.

## (a) Which distributions should be sampled?

**Question.** An alloy with a fixed number of sites exchanges atoms with reservoirs of chemical potentials $\mu_A$ and $\mu_B$. Find the probability of a configuration, and relate it to the canonical distribution.

**Solution.** The Boltzmann weight for exchange with the reservoirs is $e^{-\beta(E-\mu_AN_A-\mu_BN_B)}$. Since $N_A=N-N_B$,

$$\mu_AN_A+\mu_BN_B=\mu_AN+(\mu_B-\mu_A)N_B=\mu_AN+\Delta\mu\,N_B .$$

The factor $e^{\beta\mu_AN}$ is the same for every configuration and cancels on normalization. This leaves the semi-grand-canonical distribution

$$\pi(x)=\frac{e^{-\beta[E(x)-\Delta\mu N_B(x)]}}{Z},\qquad Z=\sum_x e^{-\beta[E(x)-\Delta\mu N_B(x)]}.$$

Increasing $\Delta\mu$ favours B. Among configurations with one given $N_B$, the factor $e^{\beta\Delta\mu N_B}$ is also constant. Restricting $\pi$ to them and renormalizing therefore gives the canonical distribution $\pi_c(x)\propto e^{-\beta E(x)}$.

## (b) Why does the Metropolis rule preserve a distribution?

**Question.** Let $P(x\to y)$ be the probability that one step leads from $x$ to $y$. Show that detailed balance,

$$\pi(x)P(x\to y)=\pi(y)P(y\to x),$$

makes $\pi$ stationary. Then show that Metropolis acceptance satisfies it when proposals are symmetric.

**Solution.** If configurations are distributed as $\pi$ before a step, the probability of $y$ afterwards is

$$\sum_x\pi(x)P(x\to y)=\sum_x\pi(y)P(y\to x)=\pi(y)\sum_xP(y\to x)=\pi(y).$$

The last sum is 1 because the step from $y$ must end somewhere, possibly at $y$ itself.

For $x\ne y$ write $P(x\to y)=q(x\to y)\,a(x\to y)$: the probability of proposing the move times that of accepting it. Let $q(x\to y)=q(y\to x)=q$ and $a(x\to y)=\min[1,\pi(y)/\pi(x)]$. The probability flux is

$$\pi(x)P(x\to y)=q\,\pi(x)\min\!\left[1,\frac{\pi(y)}{\pi(x)}\right]=q\min[\pi(x),\pi(y)].$$

The right side is unchanged when $x$ and $y$ are exchanged, so the reverse flux is equal. For $x=y$ detailed balance is an identity. The normalization $Z$ cancels in the ratio, so the algorithm never needs it.

## (c) Detailed balance for flips

**Question.** Prove detailed balance for flips. For the example energy, express the exponent through the surroundings of the chosen site, and check one pair of configurations.

**Solution.** If $x$ and $y$ differ on one site, the move $x\to y$ is proposed when that site is chosen, with probability $1/N$. The reverse move requires the same choice, again with probability $1/N$. If they differ on more than one site, both transition probabilities are zero. The proposals are therefore symmetric. From (a),

$$\frac{\pi(y)}{\pi(x)}=e^{-\beta(\Delta E-\Delta\mu\,\Delta N_B)},$$

so the stated acceptance is the one treated in (b), and detailed balance holds.

Let $h_i$ be the number of B neighbours of site $i$. The energy terms containing $n_i$ add up to $v\,n_ih_i$. A flip replaces $n_i$ by $1-n_i$, a change of $1-2n_i$. Hence

$$\Delta E-\Delta\mu\,\Delta N_B=(1-2n_i)(v h_i-\Delta\mu).$$

Let $x$ have B on sites 1 and 3, and let $y$ have B on sites 0, 1 and 3. The neighbours of site 0 on the periodic lattice are 1, 2, 3 and 6, so $h_0=2$. The cost is $2v-\Delta\mu=0.001$ hartree, which equals $k_BT$. Thus

$$P(x\to y)=\tfrac19e^{-1}=0.040875,\qquad P(y\to x)=\tfrac19=0.111111 .$$

Sites 1 and 3 are not neighbours, so $x$ has $E=0$ and weight $e^2$, while $y$ has $E=2v$ and weight $e^{3-2}=e$. With $Z=1373.68$, $\pi(x)=5.3790\times10^{-3}$ and $\pi(y)=1.9788\times10^{-3}$. The fluxes are

$$5.3790\times10^{-3}\times0.040875=1.9788\times10^{-3}\times0.111111=2.1987\times10^{-4}.$$

The move from the less probable configuration to the more probable one is the likelier of the two, by just the factor $\pi(x)/\pi(y)=e$ that balances the traffic between them.

## (d) Detailed balance for swaps

**Question.** Do the same for swaps at fixed $N_B$.

**Solution.** Exchanging two like atoms changes nothing. If a swap leads from $x$ to a different $y$, the two configurations differ on two sites, and these identify the pair. It is chosen with probability $1/M$ in either direction, because the list does not depend on the configuration. Since $\pi_c(y)/\pi_c(x)=e^{-\beta\Delta E}$, the result of (b) gives detailed balance with respect to $\pi_c$.

For the energy change, move a B atom from site $b$ to site $a$, which holds A. Removing B from $b$ changes the energy by $-vh_b$. When B is then placed on $a$, site $b$ no longer holds B. If $a$ and $b$ are neighbours, the original count $h_a$ is therefore too large by one. With $A_{ab}=1$ for neighbours and 0 otherwise,

$$\Delta E=v(h_a-h_b-A_{ab}).$$

In the example take $N_B=4$, which leaves 126 configurations, and list all $M=9\times8/2=36$ pairs. Let $x$ have B on 0, 1, 4, 8, and move the atom on $b=8$ to $a=5$. The neighbours of 8 are 2, 5, 6, 7, so $h_8=0$. Those of 5 are 2, 3, 4, 8, so $h_5=2$. The sites are neighbours, so $\Delta E=v(2-0-1)=0.001$ hartree. Then

$$P(x\to y)=\tfrac1{36}e^{-1}=0.010219,\qquad P(y\to x)=\tfrac1{36}=0.027778 .$$

With $\pi_c(x)=1.5544\times10^{-2}$ and $\pi_c(y)=5.7183\times10^{-3}$, both fluxes are $1.5884\times10^{-4}$.

## (e) Does the simulation converge to the stationary distribution?

**Question.** Stationarity says that $\pi$ is preserved once reached. State when it is approached from any start, and prove it.

**Solution.** Two properties suffice for a finite set of configurations: each can be reached from every other, and at least one configuration $z$ has $P(z\to z)>0$.

*Reachability.* Finite energies and $T>0$ make every acceptance probability positive. Flips connect any two configurations by changing the differing sites one at a time. With all pairs listed, swaps do so by exchanging misplaced B atoms with misplaced A atoms. With bonds alone, suppose the lattice is connected and join two sites by a path $0,1,\dots,L$. Swaps on bonds $(0,1),(1,2),\dots,(L-1,L)$ carry the first atom to the end and shift the others back by one. Swaps on $(L-2,L-1),\dots,(0,1)$ then carry the original last atom to the start and restore the others. The end atoms have been exchanged.

*A configuration that can stay.* For flips, suppose $\pi$ is not uniform. Because flips connect all configurations, some pair joined by one flip has unequal probabilities. The move from the larger to the smaller can be rejected. For swaps with both species present and $N\ge3$, one species has at least two atoms. Place two of them on a listed pair: choosing that pair leaves the configuration unchanged.

*Contraction.* Let any configuration be reachable from any other in at most $D$ steps. In $m=2D$ steps one can go from $x$ to $z$, wait there as long as needed, and go on to $y$. So every element of $Q=P^m$ is positive. Define

$$\delta=\min_{x,y}\frac{Q(x\to y)}{\pi(y)}>0 .$$

Summing $Q(x\to y)\ge\delta\pi(y)$ over $y$ gives $\delta\le1$. If $\delta=1$, then $Q(x\to y)=\pi(y)$ and the limit is already reached. Otherwise write

$$Q(x\to y)=\delta\,\pi(y)+(1-\delta)R(x\to y),$$

where $R\ge0$ and each row of $R$ sums to 1. Let $pQ$ denote the distribution obtained from $p$ by applying $Q$. Then $pQ=\delta\pi+(1-\delta)pR$. Since $\pi Q=\pi$, also $\pi=\delta\pi+(1-\delta)\pi R$. Subtracting,

$$pQ-\pi=(1-\delta)(p-\pi)R .$$

For any $d(x)$, $\sum_y|\sum_xd(x)R(x\to y)|\le\sum_x|d(x)|$, by the triangle inequality and the row sums. Each block of $m$ steps thus reduces $\sum_x|p(x)-\pi(x)|$ at least by the factor $1-\delta$. By the same inequality for $P$, the steps between blocks cannot increase it. Hence $p$ converges to $\pi$, which is also the unique stationary distribution.

The conditions matter. If $E-\Delta\mu N_B$ is constant, every flip is accepted and $N_B$ alternates between even and odd. A run started from one configuration then never converges in distribution, although detailed balance holds. In the example this limit shows up as an eigenvalue $-1$ of $P$; at the chosen parameters the lowest eigenvalue is $-0.516$. Forbidden configurations of infinite energy can destroy reachability. At low temperature convergence remains assured but may be slow, because uphill moves are accepted with probability $e^{-\beta\Delta E}$ or its flip analogue.

## (f) What happens when the proposals are not symmetric?

**Question.** Find an acceptance rule for unequal proposal probabilities. Then find what is sampled if the original Metropolis acceptance is kept in these two variants:

1. Choose species A or B with probability $\tfrac12$ each, then flip a uniformly chosen atom of that species. If there is none, stay.
2. Choose a swap uniformly from the current list of nearest-neighbour bonds joining unlike atoms.

**Solution.** Provided both proposals are possible, take

$$a(x\to y)=\min\!\left[1,\frac{\pi(y)\,q(y\to x)}{\pi(x)\,q(x\to y)}\right].$$

The flux becomes $\min[\pi(x)q(x\to y),\,\pi(y)q(y\to x)]$, which is symmetric.

Now keep $a=\min(1,r)$ with $r=\pi(y)/\pi(x)$. The reverse acceptance is $\min(1,1/r)$, and $\min(1,r)=r\min(1,1/r)$. Detailed balance then holds for a different distribution $\pi'$ if

$$\frac{\pi'(y)}{\pi'(x)}=r\,\frac{q(x\to y)}{q(y\to x)} .$$

*Variant 1.* Let $x\to y$ turn an A into a B, with $N_A$ and $N_B$ counted in $x$. Then $q(x\to y)=1/(2N_A)$. In $y$ there are $N_B+1$ atoms of B, so $q(y\to x)=1/[2(N_B+1)]$. Therefore

$$\frac{\pi'(y)}{\pi'(x)}=r\,\frac{N_B+1}{N-N_B}=r\,\frac{\binom{N}{N_B}}{\binom{N}{N_B+1}},\qquad \pi'(x)\propto\frac{\pi(x)}{\binom{N}{N_B(x)}} .$$

The binomial coefficient counts the arrangements at a given composition, and $k_B\ln\binom{N}{N_B}$ is the ideal mixing entropy. The faulty rule removes it from the composition distribution. For $E=0$ and $\Delta\mu=0$ it would make all $N+1$ compositions equally likely instead of binomially distributed. The cure is to multiply $r$ by $N_A/(N_B+1)$ for A→B, and by $N_B/(N_A+1)$ for B→A.

*Variant 2.* Let $U(x)$ be the number of unlike bonds. Now $q(x\to y)=1/U(x)$ and $q(y\to x)=1/U(y)$. With $\pi_c$ in place of $\pi$,

$$\frac{\pi'(y)}{\pi'(x)}=r\,\frac{U(y)}{U(x)},\qquad \pi'(x)\propto\pi_c(x)U(x).$$

Configurations with many unlike bonds are oversampled. The cure is to multiply $r$ by $U(x)/U(y)$. For the swap in (d), $U(x)=12$ and $U(y)=10$, so the factor is $1.2$.

## (g) May the sites be visited in a fixed order?

**Question.** Decide whether a sweep that attempts flips on sites $0,1,\dots,N-1$ in order preserves $\pi$, and whether it obeys detailed balance.

**Solution.** Let $K_i$ be the step that attempts a flip on site $i$. It obeys detailed balance by (b), with $q=1$, so $\pi K_i=\pi$. Applying the steps in turn gives $\pi K_0K_1\cdots K_{N-1}=\pi$: the sweep preserves $\pi$.

For two successive steps through an intermediate configuration $u$,

$$\pi(x)K_0(x\to u)K_1(u\to y)=K_0(u\to x)\pi(u)K_1(u\to y)=\pi(y)K_1(y\to u)K_0(u\to x).$$

The reverse flux belongs to the opposite order of sites. The same argument extends to the whole sweep, so detailed balance requires the two orders to give the same transition probabilities. In the example they do not: the largest difference between opposite fluxes is $2.9\times10^{-3}$, while $\pi$ is preserved to rounding error. Detailed balance is thus sufficient for stationarity, but not necessary.

Preserving $\pi$ does not guarantee convergence to it. The reachability argument of (e) does not carry over to a fixed order, because a flip of zero or negative cost is accepted with certainty and cannot be skipped. If $E-\Delta\mu N_B$ is constant, every sweep changes all atoms, and a run alternates between one configuration and its complement. On the example lattice with $v=k_BT$ and $\Delta\mu=2v$, the sweep splits the 512 configurations into five sets that never reach one another, while random site choice connects them all. At the chosen parameters $v=\Delta\mu=k_BT$ the sweep does connect all configurations and converges. With a fixed order, reachability has to be established for the case at hand.

## (h) Does the sampled distribution agree with enumeration?

**Question.** Compare simulations with the enumerated distributions, and find the statistical error of an average over successive steps.

**Solution.** A first check involves no random numbers. The numerical check builds $P$ from the move rules and solves $pP=p$, $\sum_xp(x)=1$. The solutions agree with the enumerated $\pi$ and $\pi_c$ within $10^{-12}$ per configuration. The faulty and corrected variants of (f) agree equally well with their predicted distributions.

For the sampling check, 100000 independent walkers start from all A and make 400 flip steps each. The exact distribution after 300 steps already equals $\pi$ to rounding error. The final configurations give these probabilities of $N_B$; the last column is the exact result of faulty variant 1.

| $N_B$ | exact | sampled | variant 1 |
|---|---|---|---|
| 0 | 0.0007 | 0.0008 | 0.0498 |
| 1 | 0.0178 | 0.0183 | 0.1353 |
| 2 | 0.1324 | 0.1321 | 0.2515 |
| 3 | 0.3570 | 0.3568 | 0.2905 |
| 4 | 0.3461 | 0.3477 | 0.1877 |
| 5 | 0.1273 | 0.1260 | 0.0691 |
| 6 | 0.0178 | 0.0174 | 0.0145 |

A sharper comparison uses single configurations. With observed counts $O_k$ and expected counts $e_k$, form $\chi^2=\sum_k(O_k-e_k)^2/e_k$, pooling configurations expected fewer than five times. For correct sampling, $\chi^2$ should be near the number of classes minus one, the degrees of freedom. Flips give 409 for 460 degrees of freedom; a value at least this large has probability 0.96. Against the variant 1 distribution the same counts give about 41000.

Swaps at $N_B=4$, after 200 steps, give $\chi^2=115$ for 125 degrees of freedom, with probability 0.72. Against variant 2 the value is 1844. The probability of having two B–B bonds is 0.6995 exactly and 0.6996 in the sample, but 0.7488 in variant 2.

The walkers are independent; successive steps of one walker are not. In a stationary run let $f_t$ be the deviation of $N_B$ from its mean at step $t$, and let $C_k$ be the average of $f_tf_{t+k}$. Among $n$ steps, $n-k$ pairs are separated by $k>0$, and each occurs twice in the squared sum. Hence

$$\operatorname{Var}\!\left(\frac1n\sum_{t=1}^nf_t\right)=\frac1n\left[C_0+2\sum_{k=1}^{n-1}\left(1-\frac kn\right)C_k\right].$$

By (e), $C_k$ decays at least geometrically, so the bracket stays bounded and the variance vanishes at least as fast as $1/n$. A single long run therefore also yields the correct averages.

For flips $C_0=1.003$. With $n=100$ the formula gives a variance of 0.0517, and the spread of the walkers' averages gives 0.0522. These averages cover the last 100 steps of each walker, and the two values differ by 1.0% of the exact one. To judge this, take the $W=100000$ independent averages as approximately Gaussian with variance $\sigma^2$. A squared deviation then has mean $\sigma^2$ and variance $3\sigma^4-\sigma^4=2\sigma^4$, so the sample variance has relative standard error $\sqrt{2/W}\approx0.45\%$. The observed difference is about 2.3 times this, and lies within the program's 3% tolerance. Treating the steps as independent would give $C_0/n=0.0100$. The hundred correlated steps are worth about $1.003/0.0517\approx19$ independent samples, and the naive error bar would be too small by a factor $\sqrt{0.0517/0.0100}\approx2.3$.

## Calculated quantities

```
v = 0.0010, dmu = 0.0010, kT = 0.0010 hartree
temperature = 315.78 K
sites 9, bonds 18, states 512
canonical N_B = 4, states 126
partition sum Z = 1373.6797 (dimensionless)
Flip: B on sites 1,3 -> B on sites 0,1,3 (row-major from 0)
 change of E-dmu*N_B = 0.0010 hartree
 pi(x) = 5.379024e-03, pi(y) = 1.978832e-03
 P(x->y) = 0.040875, P(y->x) = 0.111111
 fluxes = 2.198703e-04, 2.198703e-04
Swap: B on sites 0,1,4,8 -> B on sites 0,1,4,5
 change of E = 0.0010 hartree
 pi_c(x) = 1.554394e-02, pi_c(y) = 5.718296e-03
 P(x->y) = 0.010219, P(y->x) = 0.027778
 fluxes = 1.588416e-04, 1.588416e-04
 unlike bonds U(x) = 12, U(y) = 10
largest flux mismatch, flips = 2.7e-20
largest flux mismatch, swaps = 2.7e-20
ordered sweep: stationarity error = 5.2e-18
ordered sweep: largest flux mismatch = 2.940e-03
flip eigenvalues: second 0.89485, lowest -0.51586
lowest eigenvalue if all flips accepted = -1.00000
Total variation distance from pi, flips started from all A:
 0 steps: 9.99e-01, 10 steps: 2.94e-02, 50 steps: 6.80e-09, 100 steps: 3.08e-15, 300 steps: 7.40e-15
same for swaps after 200 steps = 6.15e-13
walkers = 100000, flip steps = 400
N_B: exact, sampled, faulty species-first probability
 0: 0.000728, 0.000780, 0.049757
 1: 0.017809, 0.018340, 0.135253
 2: 0.132441, 0.132060, 0.251455
 3: 0.356981, 0.356810, 0.290472
 4: 0.346053, 0.347700, 0.187720
 5: 0.127306, 0.126010, 0.069058
 6: 0.017773, 0.017410, 0.014462
 7: 0.000892, 0.000880, 0.001694
 8: 0.000016, 0.000010, 0.000123
 9: 0.000000, 0.000000, 0.000006
B-B bonds at fixed N_B: exact, sampled, faulty unlike-list
 2 (45 states): 0.699477, 0.699570, 0.748796
 3 (36 states): 0.205859, 0.205270, 0.183645
 4 (45 states): 0.094664, 0.095160, 0.067559
flips: chi2 = 409.1, dof = 460, p = 0.957; faulty law chi2 = 41163
swaps: chi2 = 115.3, dof = 125, p = 0.721; faulty law chi2 = 1844
mean N_B: exact 3.48739, sampled 3.48610, faulty 2.70542
variance of N_B in one state = 1.00260
variance of 100-step mean: exact 0.05168, sampled 0.05221
same if steps were independent = 0.01003
```
